# Why Heavy Fermions Need Matching in the MS-bar Scheme

## Definitions and conventions

Consider quantum electrodynamics with two fermions of unit charge, a light one of mass \(m\) and a heavy one of mass \(M\gg m\). Natural units and the metric \((+,-,-,-)\) are used, and \(\alpha=e^2/4\pi\). A photon of spacelike momentum \(q\) has \(Q^2=-q^2>0\). Loops are regulated by working in \(d=4-2\epsilon\) dimensions, with \(\mathrm{tr}\,1=4\).

The physical quantity is the effective charge \(\alpha_{\rm eff}(Q)\), the strength of one-photon exchange between external conserved currents. The one-loop vacuum polarization is summed as a geometric series; self-energies with more loops are left out. "Full" below means "with both fermions", within this approximation.

Three couplings must be kept apart:

- \(\alpha_F(\mu)\), the MS-bar coupling of the full theory;
- \(\alpha_L(\mu)\), the MS-bar coupling of a theory that contains the light fermion alone;
- \(\alpha_{\rm MOM}(\mu)=\alpha_{\rm eff}(Q=\mu)\), the momentum-subtraction (MOM) coupling.

## The belief and its appeal

The belief is this: a running coupling at scale \(\mu\) responds to the particles that matter at that scale, so once \(\mu\) falls below \(M\), the heavy fermion drops out of the running by itself, in MS-bar as in any other scheme.

Much speaks for it. Heavy virtual pairs do have little influence on the momentum dependence of low-energy processes. The MOM coupling does behave as described. Even in MS-bar, a calculation that changes the number of flavours at \(\mu=M\) can look as if the beta function had made the change. But that change is a step taken by the person calculating, from one theory to another. To see this, we need the amplitude with its constants.

## The one-loop amplitude

For one fermion of mass \(m_f\) and bare charge \(e_0\), the closed loop gives

\[
i\Pi^{\mu\nu}=-e_0^2\int\!\frac{d^dk}{(2\pi)^d}\,
\frac{\mathrm{tr}[\gamma^\mu(\slashed k+m_f)\gamma^\nu(\slashed k+\slashed q+m_f)]}{(k^2-m_f^2)\,((k+q)^2-m_f^2)} .
\]

The prefactor is \((-1)(-ie_0)^2(i)^2=-e_0^2\), from the fermion loop, two vertices and two propagators. The trace is

\[
4\left[k^\mu(k+q)^\nu+k^\nu(k+q)^\mu-g^{\mu\nu}\big(k\cdot(k+q)-m_f^2\big)\right].
\]

Combine the denominators with a Feynman parameter \(x\) and shift \(k=l-xq\). The denominator becomes \((l^2-\Delta)^2\), with

\[
\Delta=m_f^2+x(1-x)Q^2 .
\]

Terms odd in \(l\) vanish, and \(l^\mu l^\nu\) may be replaced by \(g^{\mu\nu}l^2/d\). The trace is then

\[
4\left\{g^{\mu\nu}\left[\left(\tfrac2d-1\right)l^2+x(1-x)q^2+m_f^2\right]-2x(1-x)q^\mu q^\nu\right\}.
\]

Two integrals are needed. After the rotation \(l^0=il_E^0\), write \(1/A^2=\int_0^\infty dt\,t\,e^{-tA}\) with \(A=l_E^2+\Delta\). The Gaussian integral over \(l_E\) gives \((4\pi t)^{-d/2}\), and a factor \(l_E^2\) averages to \(d/(2t)\). Hence

\[
\int\!\frac{d^dl}{(2\pi)^d}\frac{1}{(l^2-\Delta)^2}
=\frac{i\,\Gamma(\epsilon)}{(4\pi)^{d/2}}\Delta^{-\epsilon},
\]

\[
\int\!\frac{d^dl}{(2\pi)^d}\frac{l^2}{(l^2-\Delta)^2}
=-\frac{i}{(4\pi)^{d/2}}\,\frac d2\,\Gamma\!\left(1-\tfrac d2\right)\Delta^{1-\epsilon}.
\]

Multiply the second by \(2/d-1\) and use \((1-\tfrac d2)\Gamma(1-\tfrac d2)=\Gamma(\epsilon)\). The \(l^2\) term thus acts like \(-\Delta\) in the first integral. Since \(-\Delta+x(1-x)q^2+m_f^2=2x(1-x)q^2\), the result is transverse:

\[
\Pi^{\mu\nu}=(q^2g^{\mu\nu}-q^\mu q^\nu)\Pi,\qquad \Pi=-e_0^2P_f,
\]

\[
P_f=\frac{8\,\Gamma(\epsilon)}{(4\pi)^{d/2}}\int_0^1\!dx\,x(1-x)\,\Delta^{-\epsilon}.
\]

Each insertion of \(i\Pi^{\mu\nu}\) into the propagator \(-ig_{\mu\nu}/q^2\) multiplies it by \(\Pi\), because the \(q^\mu q^\nu\) terms vanish between conserved currents. The series sums to \(1/(1-\Pi)\), where \(\Pi\) now includes both fermions. So \(e_{\rm eff}^2=e_0^2/(1-\Pi)\), and inversion gives

\[
\frac1{\alpha_{\rm eff}(Q)}=\frac1{\alpha_0}+4\pi\sum_fP_f .
\]

The inverse coupling is convenient because the loops simply add to it. The numerical check compares \(P_f\) at finite \(\epsilon\) with a dispersion integral over pair production in \(d\) dimensions.

## Why the MS-bar beta function ignores mass

In \(d\) dimensions \(\alpha_0\) has mass dimension \(2\epsilon\). To expand a dimensionless quantity, multiply the last equation by \(\tilde\mu^{2\epsilon}\), where \(\tilde\mu^2=\mu^2e^{\gamma}/(4\pi)\) and \(\gamma\) is Euler's constant. Each loop term is

\[
4\pi\tilde\mu^{2\epsilon}P_f
=\frac2\pi\Gamma(\epsilon)\int_0^1\!dx\,x(1-x)\left(\frac{\mu^2e^\gamma}{\Delta}\right)^{\epsilon}.
\]

With \(\Gamma(\epsilon)=1/\epsilon-\gamma+O(\epsilon)\), the two \(\gamma\) terms cancel. Since \(\int_0^1x(1-x)\,dx=1/6\),

\[
4\pi\tilde\mu^{2\epsilon}P_f
=\frac1{3\pi\epsilon}-\frac2\pi\int_0^1\!dx\,x(1-x)\ln\frac{\Delta}{\mu^2}+O(\epsilon).
\]

The mass sits in the finite part. The pole, which comes from loop momenta far above any mass, is the same for both fermions. Minimal subtraction puts the pole and nothing else into the coupling. For \(N\) fermions,

\[
\frac1{\alpha_F(\mu)}=\frac{\tilde\mu^{2\epsilon}}{\alpha_0}+\frac{N}{3\pi\epsilon}.
\]

The bare coupling does not depend on \(\mu\). Differentiating at fixed \(\alpha_0\), and then eliminating \(\alpha_0\), gives

\[
\frac{d}{d\ln\mu}\frac1{\alpha_F}
=2\epsilon\,\frac{\tilde\mu^{2\epsilon}}{\alpha_0}
=\frac{2\epsilon}{\alpha_F}-\frac{2N}{3\pi}
\;\longrightarrow\;-\frac{2N}{3\pi}
\]

as \(\epsilon\to0\). Since \(d(1/\alpha_F)=-d\alpha_F/\alpha_F^2\),

\[
\frac{d\alpha_F}{d\ln\mu}=\frac{2N}{3\pi}\alpha_F^2,\qquad N=2 .
\]

No ratio \(\mu/M\) appears, so nothing can switch off the heavy term. The equation has the same form at \(\mu=M/100\) as at \(\mu=100M\). This refutes the belief as a statement about the MS-bar coupling.

## Where physical decoupling is found

The full MS-bar theory is not wrong below \(M\). Its finite amplitude is

\[
\frac1{\alpha_{\rm eff}(Q)}=\frac1{\alpha_F(\mu)}-\sum_fL_f(Q,\mu),
\]

\[
L_f(Q,\mu)=\frac2\pi\int_0^1\!dx\,x(1-x)\ln\frac{m_f^2+x(1-x)Q^2}{\mu^2}.
\]

When \(\mu\) changes, each \(L_f\) changes at the rate \(dL_f/d\ln\mu=-2/(3\pi)\). This cancels that fermion's share of the running of \(1/\alpha_F\), so \(\alpha_{\rm eff}\) does not depend on \(\mu\). The scale \(\mu\) is a bookkeeping parameter; lowering it does not lower the energy of any process.

For \(Q\ll M\), expand the heavy logarithm:

\[
\ln\frac{M^2+x(1-x)Q^2}{\mu^2}
=\ln\frac{M^2}{\mu^2}+x(1-x)\frac{Q^2}{M^2}+\dots
\]

With \(\int_0^1x^2(1-x)^2dx=1/30\), the heavy contribution becomes

\[
L_M(Q,\mu)=\frac1{3\pi}\ln\frac{M^2}{\mu^2}+\frac{Q^2}{15\pi M^2}+\dots
\]

The first term can be large, but it does not depend on \(Q\). A low-energy experiment cannot separate it from the value of the coupling. The second term depends on \(Q\) and is suppressed by \(1/M^2\). Decoupling is therefore a property of physical quantities expressed through a low-energy coupling. It does not require \(\alpha_F(\mu)\) to stop feeling the heavy fermion.

What is held fixed also matters. If \(\alpha_F\) is fixed at a high scale and \(M\) is varied, the low-energy charge varies logarithmically with \(M\). If the low-energy charge is fixed by measurement, that logarithm is already included in it, and the power-suppressed terms remain.

## Matching to the light theory

In the theory without the heavy fermion, the same derivation gives

\[
\frac1{\alpha_{\rm eff}(Q)}=\frac1{\alpha_L(\mu)}-L_m(Q,\mu),
\qquad
\frac{d\alpha_L}{d\ln\mu}=\frac{2}{3\pi}\alpha_L^2 .
\]

Both theories must predict the same charge for \(Q\ll M\). Equate the two expressions, cancel \(L_m\), and drop terms of order \(Q^2/M^2\):

\[
\frac1{\alpha_L(\mu)}=\frac1{\alpha_F(\mu)}-\frac1{3\pi}\ln\frac{M^2}{\mu^2}.
\]

This is the matching relation. The change from two flavours to one is contained in it: differentiating its right side gives \(-4/(3\pi)+2/(3\pi)=-2/(3\pi)\), the one-flavour rate. What remains after matching is

\[
\frac1{\alpha_{\rm eff}^{\rm full}}-\frac1{\alpha_{\rm eff}^{\rm light}}
=-\frac{Q^2}{15\pi M^2}+\dots
\]

The light theory can reproduce this with an added higher-dimension interaction. Since \(x(1-x)\le 1/4\), the series in \(Q^2/M^2\) converges for \(Q<2M\), a radius set by the pair threshold \(q^2=4M^2\). At \(Q=M\) the leading term alone is about 10% too large in magnitude. Near \(Q=2M\) the convergence becomes slow, and above it the series diverges, so there the heavy fermion must be kept explicitly.

At \(\mu=M\) the logarithm vanishes, and the two couplings agree at this order. This is why matching is easy to overlook: the conversion is then a plain equality, followed by a change of \(N\). The equality depends on the scheme. Had \(\tilde\mu=\mu\) been chosen, as in the original minimal subtraction, the couplings would meet at \(\mu^2=M^2e^\gamma/(4\pi)\) instead. At higher orders the relation must be calculated anew, and the present result does not guarantee continuity at \(M\).

## What momentum subtraction does differently

The MOM coupling is the effective charge itself at \(Q=\mu\). Its running is found by differentiating the finite amplitude with respect to the physical momentum:

\[
\frac{d}{d\ln\mu}\frac1{\alpha_{\rm MOM}}
=-\frac4\pi\sum_f\int_0^1\!dx\,\frac{x^2(1-x)^2\mu^2}{m_f^2+x(1-x)\mu^2}.
\]

Therefore

\[
\frac{d\alpha_{\rm MOM}}{d\ln\mu}
=\frac{2\alpha_{\rm MOM}^2}{3\pi}\sum_fn\!\left(\frac{\mu}{m_f}\right),
\qquad
n(r)=6\int_0^1\!dx\,\frac{x^2(1-x)^2r^2}{1+x(1-x)r^2}.
\]

For \(r\gg1\) the integrand tends to \(x(1-x)\), so \(n\to1\). For \(r\ll1\) the denominator tends to one, so \(n\to r^2/5\). The function \(n\) acts as a continuous flavour count, and the heavy fermion fades from the running without a change of theory.

The reason is the subtraction. MOM absorbs the whole loop at \(Q=\mu\), including its mass-dependent finite part; MS-bar absorbs the pole alone. The price in MOM is a beta function that depends on all the masses. In MS-bar the beta function is simple, and the mass dependence is supplied by the amplitude or by matching.

## A numerical case

Take the round model values \(m=0.01\) GeV, \(M=100\) GeV and \(\alpha_F(1000\ \text{GeV})=0.1\). We want the effective charge at \(Q=1\) GeV. The digits below compare procedures within the one-loop model; they do not measure the omitted higher loops.

Running the full MS-bar coupling down with \(N=2\) gives

\[
\frac1{\alpha_F(1\ \text{GeV})}=10+\frac4{3\pi}\ln1000=12.93174,
\]

or \(\alpha_F=0.07733\). At \(Q=\mu=1\) GeV the loop terms are \(L_m=-0.17678\) and \(L_M=0.97725\). The full amplitude is therefore

\[
\frac1{\alpha_{\rm eff}}=12.93174+0.17678-0.97725=12.13127,
\qquad \alpha_{\rm eff}=0.08243 .
\]

Now suppose that the belief is acted upon. The heavy fermion is taken to have dropped out, so \(\alpha_F(1\ \text{GeV})\) is put into the light-only amplitude:

\[
\frac1{\alpha_{\rm eff}}=12.932+0.177=13.109,
\qquad \alpha_{\rm eff}=0.07629 .
\]

This is 7.5% below the full result. The running has included the heavy fermion all the way down, while the amplitude has left out the logarithm that compensates it.

Matching repairs the mismatch:

\[
\frac1{\alpha_L(1\ \text{GeV})}=12.93174-0.97725=11.95449,
\]

so \(\alpha_L=0.08365\). The light-only amplitude then gives \(1/\alpha_{\rm eff}=11.954+0.177=12.131\), in agreement with the full theory. The remaining difference, full minus light, is \(-2.12\times10^{-6}\) in \(1/\alpha_{\rm eff}\). At \(Q=10\) GeV it is \(-2.12\times10^{-4}\), a hundred times larger, as \(-Q^2/(15\pi M^2)\) predicts.

The scale at which the theories are exchanged may be chosen freely if the logarithm is kept. Matching at 50, 100 or 200 GeV gives \(1/\alpha_L(1\ \text{GeV})=11.954\) each time. If continuity is imposed without the logarithm, the three results are 12.102, 11.954 and 11.807. The outer two are off by \(\pm\ln4/(3\pi)\), the omitted term.

The contrast between schemes is plain in the decade from 10 GeV down to 1 GeV, well below the heavy mass. In MS-bar, \(1/\alpha\) changes by 0.977 with the heavy fermion and by 0.489 without it. In MOM, starting from the same coupling at 10 GeV, the change is 0.489 in both cases, with a difference of \(2.1\times10^{-4}\). The heavy flavour count in MOM is \(2.0\times10^{-5}\) at 1 GeV, 0.165 at 100 GeV and 0.945 at 1000 GeV. The threshold is thus broad: at \(\mu=M\) the heavy fermion contributes about one sixth of its high-energy share.

## Why change theory if the full one works?

The full calculation above kept \(L_M\) inside the summed denominator. Perturbation theory is often truncated instead. Write \(L\) for the sum of the loop terms in the theory used, so that \(\alpha_{\rm eff}=\alpha/(1-\alpha L)\). The first-order expansion is \(\alpha(1+\alpha L)\), and its error relative to the summed result is

\[
(1+\alpha L)(1-\alpha L)-1=-(\alpha L)^2 .
\]

With \(\mu=Q=1\) GeV, the full theory has \(L=0.977-0.177=0.800\), and the error is \(-0.38\%\). The light theory has \(L=-0.177\), and the error is \(-0.022\%\). As \(M/Q\) grows, \(L\) in the full theory grows like \(\ln(M^2/Q^2)/(3\pi)\), while \(L\) in the light theory does not involve \(M\).

Choosing \(\mu=M\) in the full theory would remove the large heavy logarithm, but it would leave a large light one, \(\ln(Q^2/M^2)\), for \(m\ll Q\ll M\). No single \(\mu\) makes each logarithm small separately. The logarithms enter the truncation error above only through their sum, however, and \(\ln(M^2/\mu^2)+\ln(Q^2/\mu^2)\) vanishes at \(\mu^2=MQ\). There \(L\) reduces to the light-loop constant \(-0.177\), and the error is the light-theory value \(-0.022\%\), not zero. This choice reproduces the matched coupling: \(1/\alpha_F(Q)=1/\alpha_F(\mu)+\frac{4}{3\pi}\ln(\mu/Q)\) and \(1/\alpha_L(Q)=1/\alpha_F(Q)-\frac{2}{3\pi}\ln(M/Q)\) give \(\alpha_F(\sqrt{MQ})=\alpha_L(Q)\) at this order. The scale must then be tuned with knowledge of \(M\) so that two large logarithms cancel. Matching near \(M\) and then running with one flavour treats each logarithm at its own scale. In MS-bar, that change of theory is how the heavy fermion is removed from the running.

## Computed values

```
light mass m = 0.01 GeV
heavy mass M = 100.0 GeV
input alpha_F(1000 GeV) = 0.1 (dimensionless)
All couplings, inverse couplings and counts below: dimensionless
alpha_F(100 GeV) = 0.091098, inverse = 10.97725
alpha_F(1 GeV) = 0.077329, inverse = 12.93174
alpha_L(1 GeV) = 0.083651, inverse = 11.95449
matching log ln(M^2/mu^2)/(3 pi) at 1 GeV = 0.97725
light loop term at Q = mu = 1 GeV: -0.17678
heavy loop term at Q = mu = 1 GeV: 0.97725
Effective charge at Q = 1 GeV, error against full amplitude:
full amplitude: 0.082432, inverse = 12.13127
matched light theory: 0.082432, -0.000017 %
alpha_F in light-only amplitude: 0.076286, inverse = 13.10852, -7.455 %
MOM running from 1000 GeV: 0.082432
MOM start value at 1000 GeV: 0.096640
first order in alpha_F: 0.082116, -0.3832 %
first order in alpha_L: 0.082414, -0.0219 %
Heavy flavour count in beta (MS-bar full theory: 1 always):
MOM n at mu = 1 GeV: 2.0000e-05
MOM n at mu = 10 GeV: 1.9957e-03
MOM n at mu = 100 GeV: 1.6491e-01
MOM n at mu = 1000 GeV: 9.4544e-01
Residual 1/alpha_eff(full) - 1/alpha_eff(light):
Q = 1 GeV: -2.1220e-06, estimate -Q^2/(15 pi M^2) = -2.1221e-06
Q = 10 GeV: -2.1198e-04, estimate -Q^2/(15 pi M^2) = -2.1221e-04
1/alpha_L(1 GeV) by matching scale, with log / without log:
matching at 50 GeV: 11.95449 / 12.10159
matching at 100 GeV: 11.95449 / 11.95449
matching at 200 GeV: 11.95449 / 11.80740
Change of 1/alpha from 10 to 1 GeV, with / without heavy fermion:
MS-bar: 0.97725 / 0.48862
MOM: 0.48877 / 0.48856
MOM difference: 2.0986e-04
```
